# The directly lit floor of a cylindrical hole under a tilted beam

**Q.** You want to know how much of the floor of a contact hole is reached by a tilted ion beam. Ions scatter, masks leak and walls are rough. What problem are you actually solving?

**A.** The problem of direct illumination. The hole is a vertical cylinder of radius \(R\) and depth \(h\), with a flat floor, cut in a mask with a flat top. The ions travel in parallel straight lines at an angle \(\theta\) from the hole axis, with \(0\le\theta<90^\circ\), and are spread uniformly over the beam. Nothing above the mouth blocks them. The mask is opaque: an ion that meets the top or the wall is counted as lost. The size of what this leaves out can be estimated afterwards.

**Q.** Then start with one ion. Where does it land?

**A.** Measure \(z\) downwards from the mouth, and let \(\mathbf e\) be the horizontal unit vector along which the beam leans. While the ion descends by \(z\), it moves sideways by \(z\tan\theta\). If it enters at the horizontal position \(\mathbf m\), its position at depth \(z\) is

\[
\mathbf r(z)=\mathbf m+z\tan\theta\,\mathbf e .
\]

At the floor, \(z=h\), it arrives at

\[
\mathbf p=\mathbf m+d\,\mathbf e,\qquad d=h\tan\theta .
\]

Every ion is displaced by the same vector, so the patch of beam admitted by the mouth arrives at floor level as a disc of radius \(R\), shifted by \(d\). The floor is an equal disc that has not been shifted. A floor point can be lit if it lies in both discs, that is, if \(|\mathbf p|\le R\) and \(|\mathbf p-d\mathbf e|\le R\).

**Q.** "Can be" is the right phrase. You have checked the two ends of the path. The ion might enter through the mouth, aim at a genuine floor point, and still hit the wall on the way.

**A.** Not in this hole. Let \(s=z/h\), which runs from 0 to 1. Since \(d\,\mathbf e=\mathbf p-\mathbf m\),

\[
\mathbf r=\mathbf m+s(\mathbf p-\mathbf m)=(1-s)\mathbf m+s\,\mathbf p .
\]

The triangle inequality then gives

\[
|\mathbf r|\le(1-s)|\mathbf m|+s|\mathbf p|\le(1-s)R+sR=R .
\]

The ion stays within the hole at every depth. The property used here is the convexity of the disc: a segment joining two of its points lies inside it.

The condition matters. Take a ring-shaped opening of outer radius 1, with a full-height central pillar of radius 0.4, and a displacement of 1.0 in the same unit. Checking the end points alone gives a lit floor fraction of 0.291. Following the rays gives 0.179, because the pillar stops some rays whose two ends are both clear.

**Q.** Seen along the beam, though, the mouth and floor look like ellipses. Should the overlap not be an overlap of ellipses?

**A.** It can be described that way, with the same answer. Looking along the beam shortens horizontal lengths parallel to \(\mathbf e\) by \(\cos\theta\) and leaves those across \(\mathbf e\) unchanged. Every horizontal area is therefore multiplied by \(\cos\theta\), the overlap and the whole floor alike. The factor cancels in their ratio. Working in the plane of the floor keeps the circles circular.

**Q.** Very well. What is the area of the overlap?

**A.** Put the centre of the floor at \(x=0\) and the centre of the shifted disc at \(x=d\). Where the two circles cross,

\[
x^2+y^2=R^2,\qquad (x-d)^2+y^2=R^2 .
\]

Subtracting the second equation from the first gives \(2xd-d^2=0\), so \(x=d/2\) for \(d>0\). The crossing points lie on a common chord halfway between the centres. This chord cuts the overlap into two equal circular segments.

Draw radii from one centre to the ends of the chord, and let \(a\) be the angle between either radius and the line of centres. The chord is at distance \(d/2\) from the centre, so

\[
\cos a=\frac{d}{2R}\equiv u .
\]

For \(0\le u\le1\), \(a\) lies between \(\pi/2\) and 0. The sector between the radii has opening angle \(2a\) and area \(\tfrac12R^2(2a)=R^2a\). The triangle inside it has base \(2R\sin a\) and height \(R\cos a\), so its area is \(R^2\sin a\cos a\). Each segment is the sector minus the triangle, and there are two:

\[
A=2R^2\,(a-\sin a\cos a).
\]

Now substitute \(a=\arccos u\) and \(\sin a=\sqrt{1-u^2}\), and divide by the floor area \(\pi R^2\):

\[
f=\frac{2}{\pi}\left[\arccos u-u\sqrt{1-u^2}\right],
\qquad u=\frac{h\tan\theta}{2R},\quad 0\le u\le1 .
\]

For \(u\ge1\) the discs have no common area and \(f=0\). At \(u=0\), \(\arccos 0=\pi/2\) gives \(f=1\), which also covers the untilted case.

**Q.** A misplaced factor of two could survive those end values if the rest conspired. Is there a route that avoids sectors?

**A.** Cut the overlap into thin strips parallel to \(\mathbf e\). At height \(y\), let \(w=\sqrt{R^2-y^2}\). The floor occupies \(-w\le x\le w\), and the shifted disc occupies \(d-w\le x\le d+w\). Their common part runs from \(d-w\) to \(w\), with length \(2w-d\). This is positive for \(|y|<Y\), where \(Y=\sqrt{R^2-d^2/4}\). Hence

\[
A(d)=\int_{-Y}^{Y}\left(2\sqrt{R^2-y^2}-d\right)dy .
\]

Differentiate with respect to \(d\). The limits depend on \(d\), but the integrand vanishes at both, so their motion contributes nothing. What remains is

\[
\frac{dA}{dd}=-\int_{-Y}^{Y}dy=-2Y=-2\sqrt{R^2-\frac{d^2}{4}} .
\]

The overlap shrinks at a rate equal to the length of the common chord. With \(d=2Ru\) and \(f=A/(\pi R^2)\),

\[
\frac{df}{du}=\frac{2R}{\pi R^2}\frac{dA}{dd}
=\frac{2}{\pi R}\left(-2R\sqrt{1-u^2}\right)
=-\frac4\pi\sqrt{1-u^2}.
\]

Integrating from \(f(0)=1\) gives

\[
f=1-\frac4\pi\int_0^u\sqrt{1-t^2}\,dt
=1-\frac2\pi\left[\arcsin u+u\sqrt{1-u^2}\right].
\]

Because \(\arcsin u=\pi/2-\arccos u\), the 1 cancels and the earlier formula returns. Rays followed on a grid also agree with it: for \(u=0.1,\ 0.37,\ 0.7,\ 0.95\) and 1.1, the largest absolute difference in \(f\) was \(6\times10^{-5}\).

**Q.** I would like something I can estimate without an inverse cosine. What happens at small tilt?

**A.** Expand the slope for small \(t\), using \(\sqrt{1-t^2}=1-t^2/2+\cdots\), and integrate:

\[
f=1-\frac4\pi\left(u-\frac{u^3}{6}+\cdots\right)
=1-\frac{4u}{\pi}+\frac{2u^3}{3\pi}+\cdots .
\]

The first loss is linear. In the original variables it is \(2h\tan\theta/(\pi R)\), so a deep, narrow hole magnifies a small tilt.

**Q.** And just before the floor goes dark?

**A.** Let \(v=1-u\) be small. Since \(f(1)=0\), integrating the slope back from cut-off gives

\[
f=\frac4\pi\int_u^1\sqrt{1-t^2}\,dt .
\]

Put \(t=1-q\). Then \(1-t^2=q(2-q)\approx2q\), and to leading order

\[
f\approx\frac{4\sqrt2}{\pi}\int_0^v q^{1/2}\,dq
=\frac{8\sqrt2}{3\pi}(1-u)^{3/2}.
\]

The last light disappears with zero slope, because the common chord has shrunk to a point. Cut-off itself is at \(\tan\theta=2R/h\).

**Q.** You have found an area. An implant engineer wants a dose. Does the tilt not dilute the beam on the floor?

**A.** It does, by the same factor on the floor as on the top surface. Let \(\Phi\) be the number of ions per unit area measured across the beam. A horizontal surface presents only \(\cos\theta\) of its area to the beam, so it receives \(N=\Phi\cos\theta\) ions per unit wafer area. Going from mouth to floor shifts the pattern without stretching it, so the lit region also receives \(N\). The dark region receives no direct ions. The mean direct dose over the floor is

\[
\bar N=fN=f\,\Phi\cos\theta .
\]

If the stated dose is already per unit wafer area, no further cosine belongs in the formula. The mouth admits \(N\pi R^2\) ions and \(fN\pi R^2\) of them reach the floor directly, so \(f\) is also the share of entering ions that avoid the wall.

**Q.** Give me a hole with numbers.

**A.** Take a contact hole 100 nm wide and 300 nm deep in silicon dioxide over silicon. Boron ions of 10 keV arrive at \(7^\circ\), with a wafer-area dose of \(1.0\times10^{15}\ \mathrm{cm^{-2}}\). Then

\[
d=300\ \mathrm{nm}\times0.12278=36.8\ \mathrm{nm},\qquad
u=\frac{d}{100\ \mathrm{nm}}=0.368 ,
\]

\[
f=\frac2\pi(1.1936-0.3425)=0.542 .
\]

The mean direct floor dose is \(5.42\times10^{14}\ \mathrm{cm^{-2}}\). Had the stated dose been measured across the beam, this value would have to be multiplied by \(\cos7^\circ=0.9925\).

The linear estimate gives 0.531, which is 2% below the full result. The cubic term adds \(2(0.368)^3/(3\pi)=0.011\) and removes nearly all of that difference.

**Q.** Seven degrees sounds small, yet almost half of the floor is dark.

**A.** The hole is three times as deep as it is wide, so \(u=3\tan\theta\). With these dimensions fixed, direct light vanishes at \(18.4^\circ\), and 90% of the floor is lit at a tilt of \(1.5^\circ\).

**Q.** Then rotate the wafer. Every part of the floor gets its turn, and the lost dose comes back.

**A.** The first half of that is true here; the second is not. Suppose the wafer turns uniformly through whole revolutions about the hole direction, with steady beam current and fixed tilt. Consider a floor point at distance \(r>0\) from the centre, and let \(\alpha\) be the angle between its position vector and \(\mathbf e\). It is lit when

\[
|\mathbf p-d\mathbf e|^2=r^2+d^2-2rd\cos\alpha\le R^2 .
\]

For \(d>0\) this rearranges to

\[
\cos\alpha\ge c,\qquad c=\frac{r^2+d^2-R^2}{2rd}.
\]

If \(-1\le c\le1\), the condition holds for \(|\alpha|\le\arccos c\), an interval of width \(2\arccos c\) out of \(2\pi\). The dose relative to \(N\) is therefore

\[
P(r)=\frac1\pi\arccos c .
\]

If \(c\le-1\), the point is lit throughout the turn and \(P=1\). That condition reads \((r+d)^2\le R^2\), or \(r\le R-d\). If \(c\ge1\), the point receives no direct dose. Then \((r-d)^2\ge R^2\), which for a floor point means \(r\le d-R\). A dark centre thus appears once \(d>R\).

At each instant the lit area is still \(A\). Averaging over time and over the floor can be done in either order, so the floor mean of \(P\) is still \(f\). Rotation makes the direct dose symmetric without increasing its total.

**Q.** What does the rotated pattern look like in your hole?

**A.** A central core of radius \(50-36.8=13.2\) nm receives the full dose. At the floor edge, \(r=R\), the expression for \(c\) reduces to \(d/(2R)=u\), so \(P(R)=1.1936/\pi=0.380\). The mean remains 0.542.

**Q.** A real beam is not perfectly aligned, and a real hole is not a perfect cylinder. How fragile is your three-digit answer?

**A.** The third digit belongs to the ideal geometry. With the hole held fixed, raising the tilt by \(1^\circ\) lowers \(f\) by about 0.06, and reducing it by \(1^\circ\) raises \(f\) by about as much. A symmetric angular spread matters much less: \(0.5^\circ\) rms about each of two axes changes the mean to 0.541.

Taper needs more care. Keep the mouth and depth fixed, but let the wall lean inwards by \(1^\circ\), so that the floor radius is 44.8 nm. The lit fraction of this smaller floor is 0.578. That looks like an improvement, but the floor has shrunk. The share of entering ions that arrive directly is

\[
0.578\left(\frac{44.8}{50}\right)^2=0.46 ,
\]

which is below the 0.54 of the straight hole. The fraction of floor lit and the fraction of ions delivered are equal when mouth and floor have equal areas; here they do not.

**Q.** Insulating walls may also charge up and bend the beam.

**A.** As a rough scale, assume singly charged ions, 10 V across the hole and a uniform sideways field over its whole depth. The deflection is then 0.23 nm, small beside the 36.8 nm geometric displacement. A different charge pattern or a much larger voltage would need its own calculation.

**Q.** You have left my strongest objection until last. An ion that meets the wall at \(7^\circ\) or less is grazing it. Why should it be lost?

**A.** Many such ions are not lost, and this is where the opaque-mask assumption fails most visibly. I estimated the effect with a Monte Carlo calculation of successive two-body collisions, using a universal screened potential and electronic stopping proportional to ion speed. The oxide is treated as a random solid with smooth walls. Per ion entering the mouth, the arrivals on the floor are:

- direct: \(0.547\pm0.006\), consistent with the geometric 0.542;
- scattered from the wall: \(0.132\pm0.005\);
- through the upper edge of the mask: \(0.035\pm0.002\).

The uncertainties are statistical and do not include errors of the collision model. Grazing reflection is sensitive to how the surface is treated. These numbers use one collision per step and let the oxide act only on ions already inside it. Counting only target atoms that lie within the oxide, letting them deflect ions just outside the wall, and adding weak distant collisions raises the wall-scattered share to about 0.17. The third group starts on the mask top, outside the mouth, passes through the oxide near the rim and emerges into the hole.

The total is about 0.71 floor arrivals per entering ion. Relative to the direct number, the two indirect groups add roughly 30%. They arrive with a mean energy of about 7.6 keV instead of 10 keV. With the finer surface treatment these figures become about 0.74, 37% and 8.2 keV, so the second digit is not settled. Thus \(f\) is a good account of the direct ions in this example, but a poor substitute for the total floor dose.

**Q.** So how close is the example to a real contact implant?

**A.** Its dimensions, energy, dose and tilt are round values chosen for illustration, not those of a particular product. Among the effects estimated here, and at the sizes assumed for them, indirect arrival makes the largest change to the number of ions on the floor. Real walls are rough, and their shape and composition may differ from the model, so the 30% is an estimate for this hole and should not be carried over to others.

Nor is the tilt merely a nuisance: it helps to keep ions from travelling along open channels in crystalline silicon. The \(1.5^\circ\) that leaves 90% of the floor lit is therefore a geometric answer for this aspect ratio, not a general recommendation. An alignment error of \(1^\circ\) would be a large part of such a tilt.

**Q.** If I could map the boron after the implant, would I see your sharp-edged lens?

**A.** This model gives no reason to expect a sharp edge. The lens describes where direct ions cross the floor surface. They then enter the silicon and scatter. For amorphous silicon, the same collision model gives a mean depth of about 46 nm and an rms sideways spread of about 23 nm, measured across the plane of tilt. These values depend on the electronic stopping, which the model gives only approximately: raising it by half lowers them to about 41 nm and 20 nm. Either way the spread is somewhat more than half the displacement \(d\), so the boundary of the lens is strongly blurred in the stopped boron. Channelling in a crystal and diffusion during annealing would alter the distribution further, and neither is included.

## Calculated quantities

```
hole radius R: 50.0 nm
hole depth h: 300.0 nm
beam tilt: 7.0 deg
boron energy: 10.0 keV
wafer-area dose: 1.00e+15 cm^-2
tan(theta): 0.12278
displacement d: 36.84 nm
reduced displacement u: 0.3684
arccos(u): 1.1936 rad
u*sqrt(1-u^2): 0.3425
directly lit floor fraction f: 0.5418
same fraction by strip integration: 0.5418
linear estimate 1-4u/pi: 0.5310
floor-average direct dose: 5.418e+14 cm^-2
wafer dose / across-beam fluence: 0.9925
cut-off tilt: 18.43 deg
tilt for 90% lit floor: 1.50 deg
rotation: fully dosed core radius: 13.16 nm
rotation: relative dose at floor edge: 0.3799
largest ray-grid error in f: 6.0e-05
ring test, endpoint-only fraction: 0.2913
ring test, full-ray fraction: 0.1790
assumed tilt error: 1.0 deg
change in f for larger tilt: -0.0623
change in f for smaller tilt: +0.0635
assumed beam spread, rms per axis: 0.5 deg
lit fraction with beam spread: 0.5409
assumed wall taper: 1.0 deg
tapered hole floor radius: 44.76 nm
lit fraction of tapered floor: 0.578
assumed voltage across hole: 10.0 V
charging deflection: 0.228 nm
Monte Carlo ions entering mouth: 6219
MC direct / mouth ions: 0.547 +/- 0.006
MC wall-scattered to floor / mouth ions: 0.132 +/- 0.005
MC through mask edge / mouth ions: 0.0351 +/- 0.0024
MC total on floor / mouth ions: 0.714
MC mean energy of scattered arrivals: 7.57 keV
MC mean boron depth in amorphous Si: 45.6 nm
MC sideways rms spread in amorphous Si: 23.3 nm
```
